# Evanescent X-ray depth in silicon at vanishing grazing incidence

## The problem

A flat, thick silicon wafer is illuminated from vacuum by Cu K-alpha radiation. The grazing angle $\alpha$, measured from the surface and not from its normal, lies below the critical angle for total external reflection, $\alpha_c=0.22^\circ$. The beam is reflected, but a field that decays with depth, the evanescent wave, remains under the surface.

(a) How deep does the intensity of this field reach as $\alpha$ tends to zero? Depth here means the distance over which the intensity falls by a factor $e$.

(b) How strong is the field at the surface in that limit, and how do depth and strength change at usable angles below $\alpha_c$?

(c) Does absorption in silicon matter for the answer?

(d) Can the depth be predicted from the electron density of silicon, without the given critical angle?

For the wavelength, take the mean of the two K-alpha lines, 0.15406 nm and 0.15444 nm, with weights 2:1:

$$
\lambda=\frac{2(0.15406)+0.15444}{3}\ \text{nm}=0.15419\ \text{nm}.
$$

## A first estimate by scaling

Let $k=2\pi/\lambda$ be the wave number in vacuum. For X-rays the refractive index of silicon is slightly below one, $n=1-\delta$ with $\delta\ll1$. A wave travelling freely in silicon therefore has the wave number $nk$, which is smaller than $k$.

At nearly zero incidence the outside wave runs along the surface with wave number $k$. The field inside must keep step with it, so it also varies along the surface with wave number $k$. This is more than a free wave in silicon can have. The excess in the squared wave number is

$$
k^2-n^2k^2\approx 2\delta k^2 .
$$

The wave equation can balance this excess if the field changes with depth over some length $\ell$, which contributes a term of size $1/\ell^2$. Hence $1/\ell^2\sim2\delta k^2$.

The critical angle measures the same $\delta$. At $\alpha_c$ the refracted wave just runs along the surface, so $k\cos\alpha_c=nk$. With $\cos\alpha_c\approx1-\alpha_c^2/2$ this gives $\alpha_c^2\approx2\delta$, and

$$
\ell\sim\frac{1}{k\alpha_c}=\frac{\lambda}{2\pi\alpha_c}.
$$

The small-angle expansion requires radians:

$$
\alpha_c=0.22\times\frac{\pi}{180}=0.0038397 .
$$

With $k=40.75\ \text{nm}^{-1}$ the estimate is $\ell\sim6.4$ nm. Scaling fixes the combination $\lambda/\alpha_c$, but it cannot settle a factor such as two, nor say whether $\ell$ belongs to the field or to its intensity.

## The exact solution

### The wave equation below the surface

Let $x$ run along the surface in the plane of incidence and let $z$ increase into the silicon, with the surface at $z=0$. The time factor is $e^{-i\omega t}$. Take the electric field perpendicular to the plane of incidence. Since the surface is uniform along $x$, the field has the same $x$-dependence on both sides:

$$
E(x,z)=\psi(z)\,e^{ikx\cos\alpha}.
$$

In a uniform medium $E$ obeys $\nabla^2E+n^2k^2E=0$. Two derivatives in $x$ give $-k^2\cos^2\alpha$, so

$$
\psi''+k^2\left(n^2-\cos^2\alpha\right)\psi=0 .
$$

For the other polarization the magnetic field obeys the same equation inside the medium, so the decay length is the same. The matching at the surface then contains factors of $n^2$, which differ from one by about $1.5\times10^{-5}$ and can be ignored here.

Leave absorption aside for now, so that $n$ is real and $n=\cos\alpha_c$. The squared wave number normal to the surface is

$$
k_z^2=k^2(\cos^2\alpha_c-\cos^2\alpha)
=k^2(\sin^2\alpha-\sin^2\alpha_c).
$$

For small angles, $\sin\alpha\approx\alpha$. At $0.22^\circ$ the relative error of this replacement is $\alpha_c^2/6$, about $2.5\times10^{-6}$. Below the critical angle $k_z^2$ is negative. Define the positive constant

$$
\kappa=k\sqrt{\alpha_c^2-\alpha^2},
$$

so that $\psi''=\kappa^2\psi$. The general solution is a sum of $e^{-\kappa z}$ and $e^{+\kappa z}$. The wafer is much thicker than $1/\kappa$ and nothing illuminates it from below, so the growing part is dropped. A film only a few nanometres thick would need both parts.

### From amplitude to intensity

The remaining field is $\psi(z)=t\,e^{-\kappa z}$, where $t$ is its value at the surface for an incident wave of unit amplitude. Intensity here means the squared magnitude of the field:

$$
|\psi(z)|^2=|t|^2e^{-2\kappa z}.
$$

It falls by a factor $e$ when $2\kappa z=1$. The intensity depth is therefore

$$
\Lambda(\alpha)=\frac{1}{2\kappa}
=\frac{\lambda}{4\pi\sqrt{\alpha_c^2-\alpha^2}},
\qquad
\Lambda_0=\lim_{\alpha\to0}\Lambda(\alpha)=\frac{\lambda}{4\pi\alpha_c}.
$$

For the given data,

$$
\kappa=40.75\times0.0038397\ \text{nm}^{-1}=0.1565\ \text{nm}^{-1},
$$

$$
\Lambda_0=\frac{1}{2\times0.1565\ \text{nm}^{-1}}\approx3.2\ \text{nm}.
$$

This answers part (a). The amplitude depth, $1/\kappa=6.4$ nm, is twice as large. If 0.22 were inserted without conversion to radians, the result would be 0.056 nm, about a tenth of the silicon lattice parameter. A depth that small could not be described by a uniform refractive index, which is a sign that the input is wrong.

### The strength of the field

The depth says nothing about how much field enters. In vacuum the normal wave number is $q=k\sin\alpha\approx k\alpha$, and the incident and reflected waves add to

$$
\psi(z)=e^{iqz}+r\,e^{-iqz}\qquad(z<0).
$$

The field and its slope are continuous at $z=0$:

$$
1+r=t,\qquad iq(1-r)=-\kappa t .
$$

Inserting $r=t-1$ into the second condition gives $iq(2-t)=-\kappa t$. Collecting the terms in $t$ gives $2iq=(iq-\kappa)t$. Dividing, and then multiplying numerator and denominator by $-i$,

$$
t=\frac{2iq}{iq-\kappa}=\frac{2q}{q+i\kappa},
\qquad
r=t-1=\frac{q-i\kappa}{q+i\kappa}.
$$

The numerator and denominator of $r$ are complex conjugates, so $|r|=1$: without absorption, all the power returns. The surface intensity, relative to that of the incident wave, is

$$
|t|^2=\frac{4q^2}{q^2+\kappa^2}=\frac{4\alpha^2}{\alpha_c^2},
$$

because $q^2+\kappa^2=k^2\alpha^2+k^2(\alpha_c^2-\alpha^2)=k^2\alpha_c^2$.

As $\alpha\to0$, $r\to-1$. The incident and reflected waves then cancel at the surface, and the field inside disappears. Its decay length nevertheless tends to $\Lambda_0$. "Depth at zero incidence" is thus the limit of a length, not the depth of a signal that could be recorded at zero angle. At $0.001^\circ$, for example, the surface intensity is $8.3\times10^{-5}$ of the incident one.

For a fixed area of illuminated surface, the total field available to excite a uniform material is measured by the integral

$$
W=\int_0^\infty|\psi|^2dz=|t|^2\Lambda .
$$

It has the unit of length because the incident intensity is set to one. With $\alpha_c$ and $\lambda$ held fixed and absorption neglected:

| $\alpha$ (degrees) | $\Lambda$ (nm) | $\lvert t\rvert^2$ | $W$ (nm) |
|---|---|---|---|
| 0.05 | 3.28 | 0.207 | 0.68 |
| 0.10 | 3.59 | 0.826 | 2.96 |
| 0.15 | 4.37 | 1.860 | 8.12 |
| 0.20 | 7.67 | 3.306 | 25.4 |

As a worked row, at $0.10^\circ$ the ratio $\alpha/\alpha_c$ is $0.4545$. Then $|t|^2=4(0.4545)^2=0.826$, and $\Lambda=3.1955\ \text{nm}/\sqrt{1-0.4545^2}=3.59$ nm.

A surface intensity above one does not violate energy conservation. Near $\alpha_c$ the incident and reflected fields add at the surface, and without absorption the intensity approaches four. With the absorption of silicon, treated below, it peaks at about 3.4. The power flowing downward is proportional to $\operatorname{Im}(\psi^*\psi')$. For $\psi=te^{-\kappa z}$ the product $\psi^*\psi'=-\kappa|t|^2e^{-2\kappa z}$ is real, so no power flows into the lossless medium on average.

For small $\alpha/\alpha_c$, expanding the square root gives

$$
\Lambda\approx\Lambda_0\left(1+\frac{\alpha^2}{2\alpha_c^2}\right).
$$

The first correction is quadratic, so the depth stays close to its limit over a useful range: at $0.05^\circ$ it is 2.7% above $\Lambda_0$. The signal from a fixed illuminated area changes much faster. From $0.05^\circ$ to $0.20^\circ$ the depth grows by a factor of 2.3, while $W$ grows by a factor of about 37. If the wafer instead catches the whole beam, the illuminated area shrinks as $1/\sin\alpha$, and the total signal grows by a factor of only about nine. In both cases surface sensitivity is bought with signal.

### Absorption, and the limit at the critical angle

Absorption adds a positive imaginary part to the index, $n=\cos\alpha_c+i\beta$. A free wave in the material then loses intensity as $e^{-2k\beta s}$ along its path $s$. For an attenuation length $L$ this must equal $e^{-s/L}$, so

$$
\beta=\frac{1}{2kL}=\frac{\lambda}{4\pi L}.
$$

A rough value for silicon at this wavelength is $L=70$ micrometres, which gives $\beta=1.75\times10^{-7}$. Neglecting $\beta^2$ in $n^2$ and setting $\cos\alpha_c\approx1$ in the term with $\beta$,

$$
k_z^2=k^2(\alpha^2-\alpha_c^2+2i\beta).
$$

At zero incidence, the root that decays into the silicon is

$$
k_z=ik\alpha_c\sqrt{1-i\varepsilon},\qquad
\varepsilon=\frac{2\beta}{\alpha_c^2}=0.024 .
$$

The expansion $\sqrt{1-i\varepsilon}\approx1-i\varepsilon/2+\varepsilon^2/8$ shows that the term linear in $\varepsilon$ contributes only to the real part of $k_z$, which changes the phase. The decay is set by the imaginary part,

$$
\operatorname{Im}k_z\approx k\alpha_c\left(1+\frac{\varepsilon^2}{8}\right).
$$

The depth, $1/(2\operatorname{Im}k_z)$, thus changes by the relative amount

$$
\frac{\Delta\Lambda_0}{\Lambda_0}\approx-\frac{\varepsilon^2}{8}
=-\frac{\beta^2}{2\alpha_c^4}=-7.1\times10^{-5}.
$$

The answer to part (c) is that absorption can be ignored at zero incidence. The field is shallow because a propagating wave is forbidden, not because photons are absorbed on the way down. At larger angles below $\alpha_c$ absorption affects the strength of the field before it affects the depth: at $0.20^\circ$ it lowers the surface intensity from 3.31 to 3.14, about 5%, while the depth changes by only 0.2%.

At $\alpha=\alpha_c$ the situation is reversed. The lossless formula diverges, and absorption alone limits the depth. There $k_z^2=2i\beta k^2$. Since $\sqrt{2i}=1+i$,

$$
k_z=k\sqrt{\beta}\,(1+i),\qquad
\Lambda(\alpha_c)=\frac{1}{2k\sqrt\beta}
=\frac{\lambda}{4\pi\sqrt\beta}=29\ \text{nm}.
$$

This is about nine times $\Lambda_0$, yet still far below the attenuation length of 70 micrometres.

### The depth from the electron density

Part (d) needs a model of the refractive index. If the X-ray frequency is far above the binding frequencies of the electrons, they respond almost as free particles. An electron of charge $-e$ and mass $m$ obeys $m\ddot u=-eE$. For oscillation at $\omega$, $\ddot u=-\omega^2u$, so $u=eE/(m\omega^2)$. With $N$ electrons per volume the polarization is

$$
P=-Neu=-\frac{Ne^2}{m\omega^2}E .
$$

Since $n^2=1+P/(\varepsilon_0E)$,

$$
n^2=1-\frac{\omega_p^2}{\omega^2},\qquad
\omega_p^2=\frac{Ne^2}{\varepsilon_0m}.
$$

At zero incidence $\cos\alpha=1$ and $k=\omega/c$, so

$$
k_z^2=k^2(n^2-1)=-\frac{\omega^2}{c^2}\frac{\omega_p^2}{\omega^2}
=-\frac{\omega_p^2}{c^2}.
$$

Therefore $\kappa=\omega_p/c$ and

$$
\Lambda_0=\frac{c}{2\omega_p}.
$$

The wavelength has cancelled. There is no conflict with $\Lambda_0=\lambda/(4\pi\alpha_c)$: in this model $\sin\alpha_c=\omega_p/\omega$, so the critical angle is proportional to the wavelength. Halving $\lambda$ changes the calculated critical angle from $0.2212^\circ$ to $0.1106^\circ$ and leaves the depth unchanged.

The cubic cell of silicon has an edge of 0.5431 nm and holds eight atoms with 14 electrons each:

$$
N=\frac{8\times14}{(0.5431\ \text{nm})^3}=699\ \text{nm}^{-3}.
$$

This gives $\omega_p=4.717\times10^{16}$ rad/s and

$$
\Lambda_0=\frac{2.998\times10^8\ \text{m/s}}
{2\times4.717\times10^{16}\ \text{s}^{-1}}
=3.18\ \text{nm}.
$$

The electrons are not entirely free. The innermost ones respond somewhat more strongly at this frequency, which can be represented by adding roughly 0.25 electron per atom. The critical angle then becomes $0.223^\circ$ and the depth 3.15 nm. This correction depends on the wavelength: at half the wavelength it is only about 0.1 electron per atom and the depth is about 3.17 nm. For real silicon the wavelength therefore cancels to within about half a percent, not exactly. Both versions agree with the given angle when it is read to two digits.

## Comparing the estimate with the solution

The scaling argument gave 6.4 nm and the exact solution gives 3.2 nm. The estimate found the right dependence on $\lambda/\alpha_c$ and, in this case, the amplitude depth with its correct numerical factor. The missing factor of two comes from squaring the field. Written at a nonzero angle, the same balance of squared wave numbers also gives the growth of the depth towards $\alpha_c$. What it cannot supply is the strength of the field, including its vanishing at zero angle, which follows from the matching at the surface.

The depth can also be read from a direct numerical solution of the wave equation, with an incoming wave imposed on the vacuum side and no exponential assumed inside. At $0.001^\circ$ this gives 3.1955 nm, equal to the formula to the digits shown. At the four angles in the table, the numerical depths and surface intensities agree with the formulas to better than one part in $10^4$. The computed values are collected in the numerical output.

## How many digits a real wafer supports

The angle $0.22^\circ$ is given to two digits. With the wavelength held fixed, critical angles of $0.215^\circ$ and $0.225^\circ$ give 3.27 nm and 3.12 nm, a spread of about 2.3% to either side. This is why the answer is quoted as 3.2 nm. Closer to the critical angle the result is more sensitive. Differentiating $\Lambda$ at fixed $\alpha$ gives

$$
\frac{d\Lambda}{\Lambda}
=-\frac{\alpha_c^2}{\alpha_c^2-\alpha^2}\,\frac{d\alpha_c}{\alpha_c}.
$$

The factor in front has magnitude one at zero incidence, but 5.8 at $0.20^\circ$. The same uncertainty in $\alpha_c$ then shifts the depth by about 13% to first order. The full formula is asymmetric, giving $+16\%$ for $0.215^\circ$ and $-11\%$ for $0.225^\circ$.

A real wafer in air also carries a native oxide. Take a rough thickness $d=1.5$ nm and an electron density 0.946 times that of silicon, which corresponds to a mass density of about 2.2 g/cm³. The numerical solution then gives a 1/e depth of 3.204 nm, an increase of only 0.3%, although the oxide fills almost half of that depth. The local decay rate $g=-\psi'/\psi$ explains why. In the oxide, with its own decay constant $\kappa_o$,

$$
g'=-\frac{\psi''}{\psi}+\frac{\psi'^2}{\psi^2}=g^2-\kappa_o^2 .
$$

At the buried interface $g$ equals the silicon value $\kappa$, because field and slope are continuous. Going up to the surface, it falls, to first order in $d$, by

$$
d(\kappa^2-\kappa_o^2)=\kappa\,(\kappa d)(1-0.946)
=0.013\,\kappa .
$$

The average reduction in the oxide is half of this, 0.6%, and it acts over about half of the depth. The expected change is therefore 0.3%, which matches the numerical result to one digit. Since $\kappa d=0.23$ is not very small, the first-order estimate is somewhat high: the full drop of $g$ is $0.010\,\kappa$ and the depth grows by 0.26%. The effect rises faster than linearly with thickness and reaches about 0.9% for an oxide of 3 nm. A thin oxide does not impose its own decay length, because the silicon below it still controls the slope of the field.

Roughness has a similarly small effect. If it is represented by a smooth, laterally averaged density profile with a rough rms width of 0.3 nm, the 1/e depth below the mean surface is 3.199 nm, a change of 0.1%. This treatment leaves out diffuse scattering from the lateral structure of the surface.

The angular spread of the beam can matter more. A ray at $0.05^\circ$ already has a depth 2.7% above the limit, and since $|t|^2$ grows as $\alpha^2$, the steeper rays in a divergent beam carry more weight in the signal. For the stated wafer parameters, the rounding of $\alpha_c$ and a spread of this size outweigh absorption, oxide and roughness, and all these corrections leave the zero-incidence depth near 3.2 nm.

## Table of computed values

```
Cu K-alpha1 wavelength: 0.15406 nm
Cu K-alpha2 wavelength: 0.15444 nm
Weighted mean wavelength: 0.15419 nm
Given critical angle: 0.22 degrees
Critical angle: 0.0038397 rad
Vacuum wave number k: 40.751 1/nm
Amplitude decay constant kappa: 0.15647 1/nm
Zero-incidence intensity depth, formula: 3.1955 nm
Intensity depth, wave equation at 0.001 deg: 3.1955 nm
Surface intensity at 0.001 deg: 8.26e-05 of incident
Amplitude depth: 6.391 nm
Wrong depth if degrees are not converted: 0.0558 nm
At 0.05 deg: depth 3.281 nm, surface intensity 0.207 of incident
At 0.10 deg: depth 3.588 nm, surface intensity 0.826 of incident
At 0.15 deg: depth 4.368 nm, surface intensity 1.860 of incident
At 0.20 deg: depth 7.670 nm, surface intensity 3.306 of incident
Depth if critical angle is 0.215 deg: 3.270 nm
Depth if critical angle is 0.225 deg: 3.124 nm
Rough attenuation length: 70 micrometres
Absorption index beta: 1.753e-07 (no unit)
Relative depth change by absorption, formula: -7.07e-05
Relative depth change, wave equation: -7.07e-05
Absorption-limited depth at critical angle: 29.3 nm
Silicon lattice parameter: 0.5431 nm
Silicon electron density: 699.2 1/nm^3
Plasma angular frequency: 4.7172e+16 rad/s
Free-electron critical angle: 0.2212 degrees
Same at half the wavelength: 0.1106 degrees
Free-electron depth c/(2 omega_p): 3.1777 nm
Rough resonant correction: 0.25 electron per atom
Critical angle with resonant correction: 0.2232 degrees
Depth with resonant correction: 3.1497 nm
Rough oxide thickness: 1.5 nm
Oxide-to-silicon electron density ratio: 0.946
1/e depth with oxide: 3.204 nm
Rough rms roughness: 0.3 nm
1/e depth below mean surface with roughness: 3.199 nm
```
